# Single-Colour Pyrometer Error from Emissivity Uncertainty in the Wien Regime: test program

```python
"""Single-colour pyrometer error caused by a wrong emissivity.

Result under test (Wien regime, exp(-x) << 1, x = c2/(lambda*T)):
    1/T_read = 1/T + (lambda/c2) * ln(eps_assumed/eps_true)
    (T_read - T)/T ~ -(lambda*T/c2) * q,  q = (eps_assumed - eps_true)/eps_true
c2 = 2 pi hbar c / k is the second radiation constant.
The reference side inverts the full Planck signal by root finding.
Internal units are Gaussian (cm, erg, s, K); wavelengths are passed in um.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

HBAR = const.hbar * 1e7      # erg s
C = const.c * 1e2            # cm/s
KB = const.k * 1e7           # erg/K
UM = 1e-4                    # cm per micrometre
C2 = 2 * np.pi * HBAR * C / KB / UM     # um K


def planck(lam_um, temp):
    """Blackbody radiance per unit wavelength, erg/(s cm^3 sr)."""
    lam = lam_um * UM
    x = 2 * np.pi * HBAR * C / (lam * KB * temp)
    return 4 * np.pi * HBAR * C**2 / lam**5 / np.expm1(x)


def invert(radiance, temp, ratio):
    """Solve ratio * radiance(T_read) = radiance(temp) for T_read."""
    target = np.log(radiance(temp)) - np.log(ratio)
    return brentq(lambda t: np.log(radiance(t)) - target,
                  0.3 * temp, 4 * temp, xtol=1e-10, rtol=1e-14)


def planck_reading(lam_um, temp, ratio):
    return invert(lambda t: planck(lam_um, t), temp, ratio)


def wien_reading(lam_um, temp, ratio):
    return 1 / (1 / temp + lam_um / C2 * np.log(ratio))


def sensitivity(lam_um, temp, step=1e-4):
    """-d ln T_read / d ln eps_assumed from numerical inversion."""
    high = planck_reading(lam_um, temp, np.exp(step))
    low = planck_reading(lam_um, temp, np.exp(-step))
    return (low - high) / (2 * step * temp)


# Model parameters
T = 1000.0
LAM = 0.90
EPS_TRUE, EPS_SET = 0.60, 0.66
EPS_FILM = 0.30
q = (EPS_SET - EPS_TRUE) / EPS_TRUE
u = LAM * T / C2
x = 1 / u

# Radiation constant against the tabulated value
c2_table = const.physical_constants["second radiation constant"][0] * 1e6
assert abs(C2 / c2_table - 1) < 1e-8

# Reading law, for small and large emissivity errors
for ratio in (EPS_SET / EPS_TRUE, 1 - q, EPS_TRUE / EPS_FILM, 0.4):
    full = planck_reading(LAM, T, ratio)
    assert abs(wien_reading(LAM, T, ratio) / full - 1) < 1e-6

# Full Planck closed form where the Wien form is poor
for lam_test in (3.0, 10.0):
    x_test = C2 / (lam_test * T)
    x_read = np.log(1 + 1.1 * np.expm1(x_test))
    full = planck_reading(lam_test, T, 1.1)
    assert abs(C2 / (lam_test * x_read) / full - 1) < 1e-9

# Linear coefficient, and the steepness of the radiance that causes it
s_num = sensitivity(LAM, T)
assert abs(s_num / u - 1) < 1e-5
h = 1e-4
steepness = (np.log(planck(LAM, T * np.exp(h)))
             - np.log(planck(LAM, T * np.exp(-h)))) / (2 * h)
assert abs(steepness * u - 1) < 1e-5

# Quadratic term from the even part of the numerical error
qs = 0.02
even = 0.5 * (planck_reading(LAM, T, 1 + qs)
              + planck_reading(LAM, T, 1 - qs)) / T - 1
assert abs(even / ((u / 2 + u**2) * qs**2) - 1) < 1e-3

# Separate power laws in wavelength and temperature
lams = np.linspace(0.5, 1.0, 6)
temps = np.linspace(600.0, 1400.0, 5)
slope_lam = np.polyfit(np.log(lams),
                       np.log([sensitivity(a, T) for a in lams]), 1)[0]
slope_temp = np.polyfit(np.log(temps),
                        np.log([sensitivity(LAM, t) for t in temps]), 1)[0]
assert abs(slope_lam - 1) < 1e-4
assert abs(slope_temp - 1) < 1e-3

# The proportionality must fail outside the Wien regime
long_lams = np.array([5.0, 10.0, 20.0])
slope_long = np.polyfit(np.log(long_lams),
                        np.log([sensitivity(a, T) for a in long_lams]), 1)[0]
assert slope_long < 0.8
s_rj = sensitivity(2000.0, T)
assert abs(s_rj - 1) < 0.01

# Planck correction and the one-percent limit of the Wien estimate
for lam_test in (0.9, 3.0, 10.0):
    x_test = C2 / (lam_test * T)
    predicted = -np.expm1(-x_test) / x_test
    assert abs(sensitivity(lam_test, T) / predicted - 1) < 1e-6
lamT_limit = C2 / np.log(101.0)
over = (lamT_limit / C2) / sensitivity(lamT_limit / T, T)
assert abs(over - 1.01) < 1e-5

# Finite filter: top-hat band, blackbody calibrated with the same band
WIDTH = 0.04
nodes, weights = np.polynomial.legendre.leggauss(24)
band_lams = LAM + 0.5 * WIDTH * nodes


def band_signal(temp):
    return np.sum(weights * planck(band_lams, temp))


s_band = (invert(band_signal, T, np.exp(-h))
          - invert(band_signal, T, np.exp(h))) / (2 * h * T)
assert abs(s_band / u - 1) < 0.005

# Design rule: longest wavelength for a target fractional error
TARGET = 0.005
lam_max = TARGET * C2 / (q * T)
err_hi = planck_reading(lam_max, T, 1 + q) / T - 1
err_lo = planck_reading(lam_max, T, 1 - q) / T - 1
assert err_hi < 0 < err_lo
assert abs((err_lo - err_hi) / 2 / TARGET - 1) < 0.01
loss = planck(LAM, T) / planck(lam_max, T)
assert loss > 1

# Worked example
read_hi = planck_reading(LAM, T, 1 + q)
read_lo = planck_reading(LAM, T, 1 - q)
read_film = planck_reading(LAM, T, EPS_TRUE / EPS_FILM)

print(f"second radiation constant c2 = {C2:.2f} um K")
print(f"true temperature = {T:.0f} K, wavelength = {LAM:.2f} um")
print(f"true emissivity = {EPS_TRUE:.2f}, assumed = {EPS_SET:.2f}")
print(f"fractional emissivity error q = {q:.3f}")
print(f"lambda*T = {LAM * T:.0f} um K")
print(f"x = c2/(lambda T) = {x:.3f}, exp(-x) = {np.exp(-x):.2e}")
print(f"u = lambda T/c2 = {u:.5f}")
print(f"numerical sensitivity = {s_num:.5f}")
print(f"d ln B/d ln T, numerical = {steepness:.3f}")
print(f"signal change per kelvin = {100 * steepness / T:.3f} %/K")
print(f"linear error estimate = {-u * q * T:.3f} K")
print(f"linear fractional error = {-100 * u * q:.3f} %")
print(f"quadratic term = {(u / 2 + u**2) * q**2 * T:.3f} K")
print(f"Wien reading = {wien_reading(LAM, T, 1 + q):.3f} K")
print(f"Planck reading = {read_hi:.3f} K")
print(f"error, emissivity set high = {read_hi - T:.3f} K")
print(f"assumed emissivity for -q = {EPS_TRUE * (1 - q):.2f}")
print(f"error, emissivity set low = {read_lo - T:+.3f} K")
print(f"film case: true emissivity = {EPS_FILM:.2f}, "
      f"assumed = {EPS_TRUE:.2f}")
print(f"film case: reading = {read_film:.2f} K")
print(f"film case: false change = {read_film - T:.2f} K")
print("Sensitivity at 1000 K: wavelength/um, Wien, Planck numerical")
for a in (0.65, 0.90, 1.60, 3.00, 5.00, 10.00):
    print(f"  {a:5.2f}  {a * T / C2:.4f}  {sensitivity(a, T):.4f}")
print("Error at 0.90 um for +q: T/K, linear/K, Planck numerical/K")
for t in temps:
    print(f"  {t:6.0f}  {-LAM * t**2 / C2 * q:.3f}  "
          f"{planck_reading(LAM, t, 1 + q) - t:.3f}")
print(f"power of wavelength, 0.5 to 1.0 um = {slope_lam:.5f}")
print(f"power of temperature, 600 to 1400 K = {slope_temp:.5f}")
print(f"power of wavelength, 5 to 20 um = {slope_long:.3f}")
print(f"sensitivity at 2000 um = {s_rj:.4f}")
print(f"Wien estimate 1 % too large at lambda*T = {lamT_limit:.0f} um K")
print(f"filter full width = {1000 * WIDTH:.0f} nm")
print(f"filter changes sensitivity by {100 * (s_band / u - 1):.3f} %")
print(f"target fractional error = {100 * TARGET:.2f} %")
print(f"longest wavelength for target = {lam_max:.3f} um")
print(f"error there for +q = {100 * err_hi:.3f} %")
print(f"error there for -q = {100 * err_lo:+.3f} %")
print(f"radiance at 0.90 um / radiance there = {loss:.1f}")
print("ALL CHECKS PASSED")
```

Output:

```
second radiation constant c2 = 14387.77 um K
true temperature = 1000 K, wavelength = 0.90 um
true emissivity = 0.60, assumed = 0.66
fractional emissivity error q = 0.100
lambda*T = 900 um K
x = c2/(lambda T) = 15.986, exp(-x) = 1.14e-07
u = lambda T/c2 = 0.06255
numerical sensitivity = 0.06255
d ln B/d ln T, numerical = 15.986
signal change per kelvin = 1.599 %/K
linear error estimate = -6.255 K
linear fractional error = -0.626 %
quadratic term = 0.352 K
Wien reading = 994.073 K
Planck reading = 994.073 K
error, emissivity set high = -5.927 K
assumed emissivity for -q = 0.54
error, emissivity set low = +6.634 K
film case: true emissivity = 0.30, assumed = 0.60
film case: reading = 958.44 K
film case: false change = -41.56 K
Sensitivity at 1000 K: wavelength/um, Wien, Planck numerical
   0.65  0.0452  0.0452
   0.90  0.0626  0.0626
   1.60  0.1112  0.1112
   3.00  0.2085  0.2068
   5.00  0.3475  0.3280
  10.00  0.6950  0.5302
Error at 0.90 um for +q: T/K, linear/K, Planck numerical/K
     600  -2.252  -2.139
     800  -4.003  -3.798
    1000  -6.255  -5.927
    1200  -9.008  -8.524
    1400  -12.260  -11.589
power of wavelength, 0.5 to 1.0 um = 1.00000
power of temperature, 600 to 1400 K = 0.99999
power of wavelength, 5 to 20 um = 0.560
sensitivity at 2000 um = 0.9964
Wien estimate 1 % too large at lambda*T = 3118 um K
filter full width = 40 nm
filter changes sensitivity by 0.164 %
target fractional error = 0.50 %
longest wavelength for target = 0.719 um
error there for +q = -0.474 %
error there for -q = +0.530 %
radiance at 0.90 um / radiance there = 18.1
ALL CHECKS PASSED
```
